# At what density ratio does a two-carrier Hall coefficient vanish?

**Question**

I am working on an exercise about a conducting film that contains both electrons and holes. The electron mobility is three times the hole mobility. I have to find the ratio of hole density to electron density at which the weak-field Hall coefficient is zero, although the film still conducts.

My first idea was that the two Hall effects cancel when there are equally many electrons and holes. But the electrons move faster, so that seems too simple. My second idea was that each type should carry half of the current. With densities $n$ and $p$ and mobilities $\mu_e$ and $\mu_h$, this means $p\mu_h=n\mu_e$, so $p=3n$. I can't justify that either, because I never used the magnetic field.

Which condition is right? And what are the carriers doing at that point? The magnetic force still acts on every one of them, so I don't see how the Hall voltage can be zero. Finally, does the answer depend on how strong the field is?

**Answer**

In a film with uniform carrier densities, which is what such an exercise assumes, neither condition gives zero. Your doubt about the second one points to the gap: the current along the film contains one power of the mobility, and the response to the magnetic force brings in another. To see this, we need the motion of both carrier types in both directions.

**Setting and signs**

Let the current flow along $x$ and the magnetic field $B$ point along $z$. The elementary charge $e$ and both mobilities are positive; the sign of a carrier's charge is carried by $s$, with $s=+1$ for holes and $s=-1$ for electrons. The Hall coefficient is

$$R_H=\frac{E_y}{j_xB}\qquad\text{at } j_y=0 .$$

The condition $j_y=0$ says that the voltage contacts at the sides draw no current.

I assume an isotropic film with uniform densities, in which all carriers of one type have the same mobility. In the steady state the electric and magnetic forces on a carrier balance the friction due to scattering. With mass $m$ and relaxation time $\tau$,

$$\frac{m\mathbf v}{\tau}=se(\mathbf E+\mathbf v\times\mathbf B).$$

Multiplying by $\tau/m$ and writing $\mu=e\tau/m$ gives $\mathbf v=s\mu(\mathbf E+\mathbf v\times\mathbf B)$. Since $\mathbf v\times\mathbf B=(v_yB,\,-v_xB,\,0)$, the components are

$$v_x=s\mu E_x+s\mu B\,v_y,\qquad v_y=s\mu E_y-s\mu B\,v_x .$$

**Solving for the drift velocities**

Insert the second equation into the first and use $s^2=1$:

$$v_x=s\mu E_x+\mu^2B\,E_y-\mu^2B^2v_x .$$

Insert the first into the second in the same way:

$$v_y=s\mu E_y-\mu^2B\,E_x-\mu^2B^2v_y .$$

Collecting the velocity terms on the left gives

$$v_x=\frac{s\mu E_x+\mu^2B\,E_y}{1+\mu^2B^2},\qquad
v_y=\frac{s\mu E_y-\mu^2B\,E_x}{1+\mu^2B^2}.$$

The term $-\mu^2B\,E_x$ in $v_y$ does not contain $s$. The electric field drives electrons and holes in opposite directions along $x$, but their charges are also opposite, so the magnetic force pushes both to the same side of the film.

**From velocities to the Hall coefficient**

A carrier type with density $n_i$ contributes $s_ien_i\mathbf v_i$ to the current density. Adding both types gives

$$j_x=\sigma_{xx}E_x+\sigma_{xy}E_y,\qquad j_y=-\sigma_{xy}E_x+\sigma_{xx}E_y,$$

$$\sigma_{xx}=\sum_i\frac{en_i\mu_i}{1+\mu_i^2B^2},\qquad
\sigma_{xy}=\sum_i\frac{s_ien_i\mu_i^2B}{1+\mu_i^2B^2}.$$

In $\sigma_{xx}$ the sign appears twice, once in the charge and once in the velocity, so both types add. In $\sigma_{xy}$ it appears once, so they subtract.

Setting $j_y=0$ gives $E_y=(\sigma_{xy}/\sigma_{xx})E_x$. The current is then

$$j_x=\left(\sigma_{xx}+\frac{\sigma_{xy}^2}{\sigma_{xx}}\right)E_x
=\frac{\sigma_{xx}^2+\sigma_{xy}^2}{\sigma_{xx}}E_x ,$$

and dividing $E_y$ by $j_xB$ gives

$$R_H=\frac{1}{B}\,\frac{\sigma_{xy}}{\sigma_{xx}^2+\sigma_{xy}^2}.$$

A weak field means $\mu_eB\ll1$ and $\mu_hB\ll1$. As $B\to0$, the denominators $1+\mu_i^2B^2$ tend to one, and $\sigma_{xy}^2$, which is of order $B^2$, drops out beside $\sigma_{xx}^2$. What remains is

$$R_H=\frac{e(p\mu_h^2-n\mu_e^2)}{e^2(p\mu_h+n\mu_e)^2}
=\frac{p\mu_h^2-n\mu_e^2}{e(p\mu_h+n\mu_e)^2}.$$

Now put $p=rn$ and $\mu_e=b\mu_h$. The numerator becomes $n\mu_h^2(r-b^2)$ and the denominator $en^2\mu_h^2(r+b)^2$, so

$$R_H=\frac{1}{en}\,\frac{r-b^2}{(r+b)^2}.$$

For $r\to0$ this tends to $-1/(en)$, the value for electrons alone. For $r\gg b^2$ it approaches $1/(enr)=1/(ep)$, the value for holes alone. Both signs are as they should be.

The denominator is positive, so $R_H$ vanishes only where the numerator does:

$$\frac pn=b^2=\left(\frac{\mu_e}{\mu_h}\right)^2=9 .$$

There must be nine holes per electron. The conductivity at this point is

$$\sigma=e(p\mu_h+n\mu_e)=en\mu_h(9+3)=12\,en\mu_h ,$$

which is certainly not zero. Holes carry three quarters of the current and electrons one quarter.

Your two proposals can be put into the same formula. Equal densities, $r=1$, give $en\,R_H=(1-9)/4^2=-1/2$. Equal shares of the current, $r=3$, give $en\,R_H=(3-9)/6^2=-1/6$. In both cases the electrons still dominate the Hall effect.

**What the carriers do at the zero**

Suppose for a moment that $E_y=0$. In a weak field each carrier then drifts sideways with $v_y\approx-\mu^2B\,E_x$. One factor $\mu$ comes from the drift along $x$, which sets the size of the magnetic force. The other comes from the sideways drift that this force produces. An electron therefore moves sideways nine times as fast as a hole, and nine holes are needed to balance it.

The sideways charge current is

$$j_y=-e(p\mu_h^2-n\mu_e^2)B\,E_x .$$

At $p=9n$ it vanishes without any help from $E_y$. At $p=3n$ it equals $+6\,en\mu_h^2B\,E_x$, because too many electrons move towards negative $y$. They charge that edge negatively until a field $E_y<0$ stops the net current, and this is the negative Hall voltage.

So a zero Hall voltage does not mean that the carriers go straight. Electrons and holes travel to the same edge in equal numbers. This joint flow is not special to the zero: $j_y=0$ makes the two sideways particle flows equal at any ratio, so what follows limits the formula for $R_H$ at every $p/n$. Pairs must recombine near that edge and be generated near the opposite one, so that the densities stay uniform over most of the width. Fast recombination at the edges does this, and so does recombination in the bulk if the film is much wider than the ambipolar diffusion length. If the pairs pile up instead, the densities vary across the film, diffusion currents appear, and the formula above no longer describes the sample. The extreme case is a film with no recombination, in which each sideways flow must vanish by itself. For nondegenerate carriers, with $D=\mu k_BT/e$ and the same density gradient $g$ for both types, this means $-nE_y-n\mu_eBE_x=(k_BT/e)g=pE_y-p\mu_hBE_x$, so $(n+p)E_y=(p\mu_h-n\mu_e)BE_x$. In that limit the electrostatic field $E_y$ vanishes at $p=3n$, your second guess, and a real film of finite width lies between the two cases.

**A numerical example**

SI units suit this problem, because a mobility in $\mathrm{m^2/(V\,s)}$ times a field in tesla is a pure number. Take these round model values, which belong to no particular material:

- $n=10^{21}\ \mathrm{m^{-3}}$, $\mu_h=0.05$ and $\mu_e=0.15\ \mathrm{m^2/(V\,s)}$;
- film thickness $t=1\times10^{-6}$ m and width $w=1\times10^{-4}$ m;
- current $I=1\times10^{-6}$ A and field $B=0.1$ T.

Then $\mu_eB=0.015$ and $\mu_hB=0.005$, so the field is weak. The natural scale of the Hall coefficient is $1/(en)=6.24\times10^{-3}\ \mathrm{m^3/C}$. Since $j_x=I/(wt)$, the Hall voltage is

$$V_H=E_yw=R_HB\,\frac{I}{wt}\,w=\frac{R_HIB}{t}.$$

For equal densities, $R_H=-\tfrac12\times6.24\times10^{-3}=-3.12\times10^{-3}\ \mathrm{m^3/C}$, and

$$V_H=\frac{(-3.12\times10^{-3})(10^{-6})(0.1)}{10^{-6}}\ \mathrm V=-3.12\times10^{-4}\ \mathrm V .$$

For $p=3n$ the voltage is $-1.04\times10^{-4}$ V, a third of that.

At $p=9n$ the conductivity is $12\times0.05/(6.24\times10^{-3})\approx96$ S/m, and driving the current takes a field $E_x\approx104$ V/m. The sideways velocity of the electrons is about $-(0.15)^2(0.1)(104)=-0.234$ m/s, and that of the holes about $-(0.05)^2(0.1)(104)=-0.026$ m/s. The factor of nine between them is made up by the densities.

As a check that does not use the formula for $R_H$, one can solve the force-balance equations of both carrier types numerically, with $j_x$ given and $j_y=0$, and search for the ratio at which $E_y$ vanishes. At 0.001 T this gives $p/n=9.00000$.

**Reading a Hall measurement near the zero**

Close to the zero, a small $R_H$ is easily misread as a large carrier density. Take $p=10n$, just past the zero. Then

$$R_H=\frac{1}{en}\,\frac{10-9}{(10+3)^2}=\frac{1}{169\,en}=3.69\times10^{-5}\ \mathrm{m^3/C}.$$

Someone who assumes that only holes are present would compute a density $1/(eR_H)=169\,n=1.69\times10^{23}\ \mathrm{m^{-3}}$. The true hole density is $10^{22}\ \mathrm{m^{-3}}$, so the reading is too high by a factor of 16.9. At the zero itself the one-carrier reading diverges.

The conductivity does not settle the matter alone. If $R_H=0$ and $b=3$ is known, then $\sigma=12\,en\mu_h$ fixes the product $n\mu_h$, but not $n$ and $\mu_h$ separately.

**Does the field strength matter?**

Yes, and this is why the exercise says "weak-field". At finite $B$, $R_H$ vanishes where $\sigma_{xy}$ does. With $x=\mu_h^2B^2$, and therefore $\mu_e^2B^2=b^2x$, the condition is

$$\frac{r}{1+x}=\frac{b^2}{1+b^2x}
\qquad\Longrightarrow\qquad
r=b^2\,\frac{1+x}{1+b^2x}.$$

At 1 T, $x=0.0025$ and $r=9\times1.0025/1.0225=8.824$. The zero moves down because the field reduces the contribution of the more mobile electrons more strongly, so fewer holes are needed to balance them.

In the opposite limit, $x\gg1$, the ratio tends to one. With $E_y=0$, the sideways velocity $-\mu^2B\,E_x/(1+\mu^2B^2)$ then tends to $-E_x/B$, which no longer contains the mobility, so only the numbers of carriers count. The zero thus approaches your first guess, but at no finite field does it reach it. At exactly equal densities, $r=1$, the two sums are

$$\sigma_{xx}=en\mu_h\,\frac{4(1+3x)}{(1+x)(1+9x)},\qquad
\sigma_{xy}=-en\mu_h^2B\,\frac{8}{(1+x)(1+9x)}.$$

Because $16(1+3x)^2+64x=16(1+x)(1+9x)$, the formula for $R_H$ gives $-1/(2en)$ at every field strength. In a strong field the sideways currents at $E_y=0$ do nearly cancel: for a given current along the film, what remains of them falls as $1/B$. But $\sigma_{xx}$, which sets how much current $E_y$ can drive back, falls faster, as $1/B^2$. The $E_y$ needed to stop the remainder therefore grows as $B$, and $R_H=E_y/(j_xB)$ stays constant. All this holds for the classical model, which leaves out the quantization of the orbits.

You can also hold the ratio at nine and ask what Hall coefficient is left. The two sums become

$$\sigma_{xx}=en\mu_h\left(\frac{9}{1+x}+\frac{3}{1+9x}\right)=en\mu_h\,\frac{12(1+7x)}{D},$$

$$\sigma_{xy}=en\mu_h^2B\left(\frac{9}{1+x}-\frac{9}{1+9x}\right)=en\mu_h^2B\,\frac{72x}{D},$$

with $D=(1+x)(1+9x)$. Squaring and adding, with $\mu_h^2B^2=x$ and $72^2=144\times36$, gives

$$\sigma_{xx}^2+\sigma_{xy}^2=\frac{144(en\mu_h)^2}{D^2}\left[(1+7x)^2+36x^3\right].$$

The bracket is $1+14x+49x^2+36x^3$, which factors as $D(1+4x)$. One factor $D$ therefore cancels, and

$$R_H=\frac{en\mu_h^2\,72x/D}{144(en\mu_h)^2(1+4x)/D}
=\frac{1}{2en}\,\frac{\mu_h^2B^2}{1+4\mu_h^2B^2}.$$

This is positive and starts as $B^2$, so the Hall voltage starts as $B^3$. At 0.1 T, $x=2.5\times10^{-5}$ and $R_H=7.8\times10^{-8}\ \mathrm{m^3/C}$. The voltage is $7.8\times10^{-9}$ V, compared with $3.1\times10^{-4}$ V in magnitude at equal densities.

**When the mobility ratio is not enough**

The result $p/n=b^2$ was derived for a single mobility within each carrier type. With a spread of mobilities it need not hold. Suppose instead that half of the electrons have mobility 0.10 and half 0.20 $\mathrm{m^2/(V\,s)}$. Their mean is still 0.15, three times the hole mobility, and the zero-field conductivity at given densities is unchanged. But $\sigma_{xy}$ sums the squares, so in a weak field the condition becomes

$$p\mu_h^2=n\langle\mu_e^2\rangle,\qquad
\langle\mu_e^2\rangle=\frac{0.10^2+0.20^2}{2}=0.025\ \mathrm{m^4/(V\,s)^2}.$$

This gives $p/n=0.025/0.0025=10$ instead of 9. A mean square is never smaller than the square of the mean, so in a weak field a spread in the electron mobility at fixed mean can only raise the ratio, and a spread in the hole mobility lowers it for the same reason. In a strong field this can reverse, because $\mu^2/(1+\mu^2B^2)$ curves downwards once $\mu B>1/\sqrt3$: at 5 T the split above moves the zero from 6.12 to 5.95. For your exercise, with a single mobility for each type and uniform densities, the answer is nine holes per electron.

## Values computed for the example and the checks

```
electron density n = 1.000e+21 m^-3
hole mobility = 0.050 m^2/(V s)
electron mobility = 0.150 m^2/(V s)
film thickness = 1.0e-06 m, width = 1.0e-04 m
current = 1.0e-06 A, current density = 1.000e+04 A/m^2
working field = 0.10 T
mu_e*B = 0.0150, mu_h*B = 0.0050 (no unit)
1/(e n) = 6.2415e-03 m^3/C
zero of R_H at 0.001 T: p/n = 9.00000
hole density at p/n = 9: 9.000e+21 m^-3
conductivity at p/n = 9, zero field: 96.131 S/m
p/n = 1: weak-field e*n*R_H = -0.50000 (no unit)
p/n = 1: weak-field R_H = -3.1208e-03 m^3/C
p/n = 1: R_H at working field = -3.1208e-03 m^3/C
p/n = 1: Hall voltage E_y*width = -3.1208e-04 V
p/n = 3: weak-field e*n*R_H = -0.16667 (no unit)
p/n = 3: weak-field R_H = -1.0403e-03 m^3/C
p/n = 3: R_H at working field = -1.0401e-03 m^3/C
p/n = 3: Hall voltage E_y*width = -1.0401e-04 V
p/n = 9: weak-field e*n*R_H = 0.00000 (no unit)
p/n = 9: weak-field R_H = 0.0000e+00 m^3/C
p/n = 9: R_H at working field = 7.8011e-08 m^3/C
p/n = 9: Hall voltage E_y*width = 7.8011e-09 V
p/n = 10: weak-field e*n*R_H = 0.00592 (no unit)
p/n = 10: weak-field R_H = 3.6932e-05 m^3/C
p/n = 10: R_H at working field = 3.7003e-05 m^3/C
p/n = 10: Hall voltage E_y*width = 3.7003e-06 V
p/n = 10: true hole density = 1.000e+22 m^-3
p/n = 10: one-carrier reading 1/(e R_H) = 1.690e+23 m^-3
p/n = 10: reading / true hole density = 16.90
p/n = 9, working field: E_x = 104.033 V/m
p/n = 9, working field: E_y = 7.801e-05 V/m
p/n = 9: electron transverse velocity = -0.23403 m/s
p/n = 9: hole transverse velocity = -0.02600 m/s
zero of R_H at 1.0 T: p/n = 8.8240
split electron mobilities = 0.10, 0.20 m^2/(V s)
their mean square = 0.0250 m^4/(V s)^2
split electrons, weak-field zero: p/n = 10.00000
```
